# Verifying a Critical Ferroelectric Nucleus: Path Search and the Zero-Mode Tolerance

## What dimensions and symmetry fix

A film of thickness $h$ has its polarization $P$ normal to its plane. Let $P$ vary in the plane but not through the thickness, and let ideal electrodes, held at a fixed voltage, compensate the surface charge. The model energy is

$$F=h\int\left[-\frac a2P^2+\frac b4P^4+\frac g2|\nabla P|^2-EP\right]d^2r,$$

with $a,b,g>0$. The material constants supply one polarization, $P_0=\sqrt{a/b}$, one length, $\xi=\sqrt{g/a}$, and one field, $aP_0$. Put $P=P_0p$, measure lengths in $\xi$, and define $e=E/(aP_0)$. Since $bP_0^2=a$ and $g/\xi^2=a$, every term acquires the same factor $aP_0^2$, and the area supplies $\xi^2$. Any energy barrier therefore has the form

$$\Delta F=h\,aP_0^2\xi^2\,B(e),$$

where $B$ is a pure function of the scaled field.

Symmetry fixes part of the answer too. In an unbounded film a localized nucleus can be moved along $x$ or $y$ without cost, so its energy Hessian has two zero eigenvalues. The claim to be verified is that exactly one other direction lowers the energy.

Electronic-structure programs offer the same procedure for atoms: a path search finds a barrier top, and a Hessian calculation counts its unstable modes. The setting examined here is the tolerance that decides which eigenvalues count as zero. The Landau model is small enough for that decision to be checked completely.

## The state that must be found

From here on, lengths and energies are scaled. The energy density is $|\nabla p|^2/2+W(p)$, with

$$W(p)=-\frac{p^2}{2}+\frac{p^4}{4}-ep.$$

Vary $p$ by $\eta$, which vanishes far away. Integrating $\nabla p\cdot\nabla\eta$ by parts gives the first variation $\int f\eta\,d^2r$, where

$$f=-\nabla^2p+p^3-p-e.$$

Descent follows $-f$. A second variation gives the Hessian

$$H=-\nabla^2+3p^2-1 .$$

Uniform states obey $p^3-p=e$. For $e>0$ the initial state is the lowest root, $p_-$. It disappears when $p^3-p$ reaches its local maximum, at $p=-1/\sqrt3$, so it exists as a metastable state for

$$0<e<e_c,\qquad e_c=\frac{2}{3\sqrt3}.$$

The critical nucleus satisfies $f=0$ and tends to $p_-$ far away. Its barrier is its energy minus that of the uniform state $p_-$.

## Why one unstable mode is expected

Differentiate $f=0$ along $x$:

$$0=\partial_x f=(-\nabla^2+3p^2-1)\,\partial_xp=H\,\partial_xp .$$

The same holds for $y$. These are the two translation modes.

For a round nucleus, write a disturbance as a radial function times $\cos l\theta$ or $\sin l\theta$. The radial operator is

$$L_l=-\frac{d^2}{dr^2}-\frac1r\frac{d}{dr}+\frac{l^2}{r^2}+3p^2-1.$$

Translation belongs to $l=1$, because $\partial_xp=p'(r)\cos\theta$. Thus $L_1p'=0$. If $p$ falls monotonically outward, $p'$ has no node for $r>0$. A nodeless radial eigenfunction is the lowest one in its sector, so the $l=1$ sector has no negative level.

For $l\ge2$,

$$L_l=L_1+\frac{l^2-1}{r^2},$$

and the added term is positive, so all these levels are positive. For $l=0$, use $p'$ as a trial function:

$$\int p'L_0p'\,r\,dr=-\int\frac{p'^2}{r^2}\,r\,dr<0.$$

The integral converges because $p'$ is proportional to $r$ near the centre. Hence $l=0$ has at least one negative level. This argument does not exclude a second, so the next $l=0$ level has to be calculated.

## Two limits that set the scale of the tolerance

**Weak field.** The nucleus is then a large disc with a thin wall. At $e=0$ a straight wall obeys $p''=p^3-p$. Multiplying by $p'$ and integrating from a uniform side gives $p'^2/2=(1-p^2)^2/4$, so $|p'|=(1-p^2)/\sqrt2$. The gradient and well energies are equal, and the wall energy per length is

$$\sigma=\int p'^2dx=\int_{-1}^{1}\frac{1-p^2}{\sqrt2}\,dp=\frac{2\sqrt2}{3}.$$

To leading order in $e$, reversing unit area gains $2e$. A disc of radius $R$ costs

$$B(R)=2\pi R\sigma-2\pi eR^2 .$$

Setting $dB/dR=0$ gives $R_*=\sigma/(2e)$ and

$$B(R_*)=\frac{\pi\sigma^2}{2e}.$$

If the waiting time is $t=t_0\exp(\Delta F/k_BT)$ with a slowly varying $t_0$, then $\ln t$ is linear in $1/E$. This is Merz's form, obtained here for a cylindrical nucleus at fixed thickness and temperature.

Now deform the edge to $R_*+\epsilon\cos l\theta$ with $l\ge1$. To second order the perimeter grows by $\pi l^2\epsilon^2/(2R_*)$ and the area by $\pi\epsilon^2/2$. Using $2e=\sigma/R_*$, the energy changes by

$$\frac{\pi\sigma l^2\epsilon^2}{2R_*}-2e\frac{\pi\epsilon^2}{2}
=\frac{\pi\sigma\epsilon^2}{2R_*}(l^2-1).$$

The change of $p$ is $-p'\epsilon\cos l\theta$, whose squared norm is $\pi R_*\sigma\epsilon^2$. Equating the energy change to half the eigenvalue times this norm gives

$$\lambda_l\simeq\frac{l^2-1}{R_*^2}.$$

For $l=0$, $d^2B/dR^2=-4\pi e$ and the squared norm per unit squared radius change is $2\pi R_*\sigma$. Their ratio is $-2e/(R_*\sigma)=-1/R_*^2$, the same formula. The unstable eigenvalue therefore approaches zero as the field is reduced.

**Near the spinodal field $e_c$.** Write $u=p-p_-$ and $\kappa^2=3p_-^2-1$. Expanding the well gives

$$W(p)-W(p_-)=\frac{\kappa^2u^2}{2}-|p_-|u^3+\frac{u^4}{4}.$$

As $\kappa\to0$, set $u=\kappa^2v/|p_-|$ and $r=s/\kappa$. The gradient, quadratic and cubic terms all scale as $\kappa^6$, the quartic as $\kappa^8$, and the area as $\kappa^{-2}$. To leading order $B\propto\kappa^4$, while Hessian eigenvalues scale as $\kappa^2$.

To relate $\kappa$ to the field, put $p_-=-1/\sqrt3-\delta$. Then $e_c-e\simeq\sqrt3\,\delta^2$ and $\kappa^2\simeq2\sqrt3\,\delta$, so $\kappa^4\simeq4\sqrt3(e_c-e)$. The barrier vanishes linearly at the spinodal, and the unstable eigenvalue vanishes as $\sqrt{e_c-e}$. A fixed zero-mode tolerance eventually fails in both limits.

## Finding the saddle by a string

A string is a chain of complete polarization maps leading from $p_-$ to a domain that has passed the barrier. Two operations alternate:

1. Each movable map takes a short descent step, $p\leftarrow p-f\,\Delta t$.
2. The maps are redistributed at equal distances along the curve through them, with distance defined by $\sqrt{\int(\Delta p)^2d^2r}$.

Redistribution removes sliding along the curve but not motion across it. When the curve stops moving, the force is parallel to it, up to interpolation error. At an interior energy maximum the parallel component also vanishes, so the maximum is stationary.

The far end need not be a minimum. Here the string is cut at a fixed total length. Its last map slides downhill and redistribution pulls it back. The length must be large enough for the string to extend past the barrier, which shows as an energy maximum away from both ends.

On a square grid of spacing $d$, the largest eigenvalue of the discrete $-\nabla^2$ is below $8/d^2$. Explicit descent is linearly stable for $\Delta t<2/\lambda_{\max}$. In the example $d=0.5$ and $|p|\le1.10$, so $\lambda_{\max}<32+2.63=34.63$ and the limit is at least $0.0577$. The step used is $0.05$.

The highest map is then polished. Near the saddle, an error $\epsilon$ in a mode of eigenvalue $\lambda$ produces the force $\lambda\epsilon$. Solve

$$(H+\mu)\,\delta p=-f .$$

The new error is

$$\epsilon-\frac{\lambda\epsilon}{\lambda+\mu}=\frac{\mu}{\lambda+\mu}\,\epsilon .$$

A small positive $\mu$ contracts the error quickly in modes with $|\lambda|\gg\mu$ and leaves a pure translation where it is. For the negative mode it must be smaller than $|\lambda|/2$; otherwise the error in that mode does not shrink. The shift alters the steps but not the condition $f=0$.

Energy agreement alone is weak evidence of a saddle, since the energy error is quadratic in the displacement. The residual force should be examined as well.

## Counting modes without missing one

An iterative eigenvalue solver returns a few levels and could overlook a member of a degenerate pair. An independent count comes from elimination. For a symmetric matrix with invertible $A$,

$$\begin{pmatrix}A&C\\C^T&D\end{pmatrix}
=L\begin{pmatrix}A&0\\0&D-C^TA^{-1}C\end{pmatrix}L^T,
\qquad L=\begin{pmatrix}1&0\\C^TA^{-1}&1\end{pmatrix}.$$

Such a congruence preserves the number of negative eigenvalues. In the grid Hessian, neighbouring rows are coupled by $-1/d^2$ times the identity. With $A_k$ the diagonal block of row $k$ of $H-\tau$, repeated elimination gives

$$S_1=A_1,\qquad S_{k+1}=A_{k+1}-\frac{S_k^{-1}}{d^4}.$$

The negative eigenvalues of all $S_k$ together number the levels of $H$ below $\tau$. Counting at $-\tau$ and $+\tau$ brackets the zero modes.

The same theorem applies to atomic calculations. Mass weighting replaces $H$ by $M^{-1/2}HM^{-1/2}$, which changes the eigenvalues but not the number of negative ones. A numerical tolerance therefore cannot be carried over from one form to the other.

## Worked example

The parameters are $P_0=8\ \mathrm{uC/cm^2}$, $\xi=0.60$ nm, $h=2.5$ nm, $T=300$ K and an applied field of $1.30$ MV/cm. The curvature at $P_0$ is $-a+3bP_0^2=2a$. Equating it to $1/(\varepsilon_0\chi)$ with $\chi=8$ gives $a=7.059\times10^9$ V m/C. Then

$$aP_0=5.647\ \mathrm{MV/cm},\qquad e=\frac{1.300}{5.647}=0.2302 .$$

The spinodal field is $2.17$ MV/cm. The energy unit is

$$h\,aP_0^2\xi^2=0.2538\ \mathrm{eV}.$$

The box has side $24\,\xi$, with $p=p_-=-0.855$ at its edge. The initial string of 25 maps contains off-centre ellipses of aspect ratio 1.69, so roundness is not imposed. At the saddle the variances along $x$ and $y$ agree to within $10^{-4}$ relative to either.

On the grid with $d=0.5$, the string top has energy $4.0807$ and the polished saddle $4.0809$. On the grid with $d=0.25$ the energy is $4.1086$, with a largest residual force of $3.9\times10^{-9}$. The leading grid error is proportional to $d^2$, so it cancels in

$$B=\frac{4(4.1086)-4.0809}{3}=4.118 .$$

An independent solution of the radial equation also gives $4.118$. It passes a further test. Under $p(r)\to p(r/s)$ the gradient energy in two dimensions is unchanged, while the well energy is multiplied by $s^2$. Stationarity at $s=1$ requires the well energy, measured from $p_-$, to vanish. The radial solution gives $10^{-6}$ for it, against a gradient energy of $4.118$.

The barrier is

$$\Delta F=4.118\times0.2538\ \mathrm{eV}=1.045\ \mathrm{eV}=40.4\,k_BT .$$

The thin-wall formula gives $1.539$ eV, 47% above the computed value. The nucleus has no reversed plateau: its centre reaches $p=0.69$, whereas the reversed uniform state has $p=1.10$. A uniform reversed disc with the same integrated change of $p$ would have radius $1.48$ nm.

### The mode count

With $\tau=0.001$, one level lies below $-\tau$ and three lie below $+\tau$. Exactly two are therefore inside the tolerance. Their values are about $10^{-8}$, and each translation derivative has a squared projection of $0.99998$ onto their plane. They are translations by shape as well as by eigenvalue.

The radial calculation supplies the sector assignment:

| Sector | Lowest level | Next level |
|---|---:|---:|
| $l=0$ | $-0.329$ | $0.897$ |
| $l=1$ | $0.000$ | $1.170$ |
| $l=2$ | $0.538$ | $1.310$ |

The positive second $l=0$ level closes the gap left by the analytical argument. In an unbounded film a continuum of levels starts at $3p_-^2-1=1.192$. Two entries depend on the radius of the radial box, here $14\,\xi$. The entry $1.310$ lies above the edge and is not a bound level: it falls to $1.233$ at radius $25\,\xi$ and $1.194$ at $120\,\xi$. The entry $1.170$ converges to $1.166$ in larger boxes, so close below the edge that its tail decays over about $6\,\xi$. The other entries do not change in the digits shown. For comparison, $R_*=0.9428/0.4604=2.048$, so the thin-wall estimates are $-0.238$ for $l=0$ and $0.715$ for $l=2$. They have the right signs but not quantitative accuracy at this field.

On the fine grid the $l=2$ pair appears as $0.535$ and $0.537$. A square grid distinguishes $\cos2\theta$ from $\sin2\theta$, so this degeneracy need not survive discretization.

Displacing the saddle both ways along its unstable mode and descending gives two outcomes. One side returns to $p_-$; the other grows until its energy is below that of the initial state. The saddle therefore separates collapse from reversal.

### How far this is from Merz's form

Both the nucleus and the uniform state are stationary, so changing $e$ alters their energies to first order only through the explicit term $-ep$:

$$\frac{dB}{de}=-\int(p-p_-)\,d^2r .$$

The integral is $37.32$. A finite difference of radial barriers gives $-dB/de=37.32$ as well. The local exponent is

$$-\frac{d\ln B}{d\ln E}=\frac{0.2302\times37.32}{4.118}=2.09 .$$

Merz's form has exponent 1. At this field and fixed temperature, a 1% field increase lowers the barrier by about 2.1%, or $0.84\,k_BT$. With $t_0$ fixed, the waiting time falls by a factor of about 2.3. A Merz activation field fitted near this point should not be extrapolated to weak fields.

The weak-field limit is recovered: the ratio of computed to thin-wall barrier is $0.967$ at $e=0.08$ and $0.992$ at $e=0.04$.

## Is the nucleus stable through the thickness?

A two-dimensional count says nothing about variations along $z$. With free surfaces, $\partial_zP=0$, and an isotropic gradient coefficient, the slowest variation is $\cos(\pi z/h)$. It adds $(\pi\xi/h)^2$ to each planar eigenvalue. Its bound charges add field energy, which is non-negative when the electrode voltage is fixed. Stability is therefore guaranteed if

$$h<\frac{\pi\xi}{\sqrt{|\lambda_0|}}=\frac{\pi(0.60\ \mathrm{nm})}{\sqrt{0.329}}=3.29\ \mathrm{nm}.$$

The film of $2.5$ nm satisfies this. The condition is sufficient, not necessary: a thicker film may also be stable because the field energy was dropped.

## Choosing the tolerance

The tolerance must lie well above the computed translation levels and well below the smallest true eigenvalue magnitude. On the fine grid of the example this window runs from about $10^{-8}$ to $0.33$, so $0.001$ is safe there. The lower end is not round-off. The fixed box edge breaks translation symmetry and confines the nucleus weakly. For a centred nucleus on the fine grid the two levels are $4\times10^{-5}$, $5\times10^{-7}$, $5\times10^{-9}$ and $6\times10^{-11}$ for box sides of $16$, $20$, $24$ and $28\,\xi$. An off-centre nucleus has larger and unequal levels. The box size therefore sets how small the tolerance may be.

It would not remain safe at every field. The thin-wall eigenvalue $-(2e/\sigma)^2$ has magnitude $0.001$ at $e=0.015$, or $0.08$ MV/cm here. Below that field the same tolerance would label the unstable mode as a zero mode. Lower the tolerance in proportion to $E^2$ in weak fields, and check that the box still holds the growing nucleus.

Size is not enough for identification. Project each suspected zero mode onto the translation derivatives, and repeat the count with another tolerance.

In a crystal, two kinds of translation must be kept apart. Moving all atoms together is an exact symmetry and may be projected out. Moving a nucleus through a fixed lattice is not. With one grid point per assumed $0.50$ nm cell, a nucleus centred on a site has translation levels of $+3.6\times10^{-4}$. These are pinning levels of that lattice model, although a tolerance of $0.001$ would call them zero. For such a calculation, reduce the tolerance until their signs are resolved.

## The model beside a real film

The inputs are rough values in the regime of a few-nanometre P(VDF-TrFE) film; $\xi$ and the cell size are assumptions. That polymer has a first-order transition, which the quartic energy simplifies, and its chains make it anisotropic. The shape of the well matters strongly. Take $W=-\alpha p^2/2-\beta p^4/4+\gamma p^6/6-ep$ with $\gamma=\alpha+\beta$ and $\beta=1-2\alpha$, which keeps $P_0$, $\chi$ and $g$ unchanged; the quartic model is $\alpha=1$, and $\beta>0$ is the sign that goes with a first-order transition. The barrier at $1.30$ MV/cm is $0.28$ eV for $\beta=0$ and $0.12$ eV for $\beta=0.2$. For $\beta=0.4$ the spinodal field has fallen to $1.298$ MV/cm and no barrier remains. Ideal screening is a second strong assumption. An effective screening length $\ell$ at each electrode adds $\ell P^2/\varepsilon_0$ per area to leading order in $\ell$. This replaces $a$ by $a-2\ell/(\varepsilon_0h)$. For an assumed $\ell=0.01$ nm, $a$ falls by 12.8%. With $b$, $g$, $h$ and $E$ held fixed, the barrier drops from $1.045$ to $0.532$ eV, which at fixed $t_0$ shortens the waiting time by a factor of about $4\times10^8$. At $\ell=0.02$ nm the barrier is $0.10$ eV, and it vanishes at $\ell=0.023$ nm, where the spinodal field drops to the applied field. The cell lattice lowers the barrier by only 2.5%. The field is about a quarter of a rough breakdown field of 5 MV/cm, and a $2$ eV rectangular tunnel barrier gives an exponential factor near $10^{-16}$, without its current prefactor. Strain, defects and electrode edges are omitted, so $1.045$ eV is the barrier of the ideal model and not a predicted switching barrier of a device. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
P0 = 8.0 uC/cm2; susceptibility = 8.0
xi = 0.60 nm; thickness = 2.50 nm
temperature = 300 K; kT = 0.02585 eV
coefficient a = 7.0588e+09 V m/C
applied field = 1.300 MV/cm
field unit a P0 = 5.647 MV/cm
spinodal field = 2.174 MV/cm
scaled field e = 0.23021; energy unit = 0.25377 eV
uniform roots p = -0.85480, -0.24490, 1.09970
string: 25 images, 1400 steps, dt = 0.05
box side = 24.0 xi; grids = 0.5, 0.25 xi
initial ellipse aspect ratio = 1.690
saddle variance ratio x/y = 0.999926
string top energy, coarse grid = 4.08074 (scaled)
polished energy, coarse grid = 4.08089 (scaled)
polished energy, fine grid = 4.10858 (scaled)
extrapolated 2D barrier = 4.11781 (scaled)
radial barrier = 4.11774 (scaled)
gradient part = 4.11773; well part = 9.6e-07
Newton steps = 3; fine residual = 3.9e-09
fine-grid levels: -0.32784 0.53510 0.53691 0.89673
translation levels = 7.1e-09, 1.3e-08
translation overlaps = 0.999983, 0.999983
levels below -0.001: 1; below +0.001: 3
radial l=0: levels -0.32870, 0.89701
radial l=1: levels -0.00000, 1.16966
radial l=2: levels 0.53793, 1.30978
radial l=3: levels 1.13002, 1.40690
centre of nucleus p(0) = 0.68818
equivalent radius = 2.4654 xi = 1.479 nm
excess integral = 37.3218; -dB/de = 37.3244 (scaled)
barrier = 1.0450 eV = 40.42 kT
thin-wall barrier = 1.5392 eV
local Merz exponent -dlnB/dlnE = 2.0865
barrier/thin-wall at e=0.04, 0.08: 0.99192, 0.96724
collapsed side: largest |u| = 2.8e-16
growing side: final energy = -130.88 (scaled)
thickness-mode cost = 0.5685 (scaled)
sufficient thickness limit = 3.288 nm
assumed screening length = 0.010 nm per electrode
screening reduces a by 12.80 percent
barrier with screening loss = 0.5317 eV
assumed cell = 0.50 nm = 0.8333 xi
barrier on cell lattice = 1.0186 eV
cell-lattice levels: -3.187e-01 3.608e-04 3.608e-04 5.045e-01
assumed tunnel barrier = 2.0 eV
tunnel exponent = 36.23; factor = 1.8e-16
rough breakdown field = 5.0 MV/cm
applied/breakdown field = 0.260
```
